# The Newton Decrement as an Estimate of Remaining SCF Energy Error: verification in Python

```python
# RESULT UNDER TEST
# At orbitals near a closed-shell Hartree-Fock minimum E*, with gradient g and
# Hessian H in the orbital rotations, the decrement lam = g.H^-1.g/2 obeys
#   |E - E* - lam| <= L delta^3/6 + L^2 delta^4/8,
# delta = sqrt(d.H.d), d = rotation leading to the minimum, L = Lipschitz
# constant of the Hessian in the norm set by H.
# With H replaced by orbital-energy differences D, lamD = g.D^-1.g/2 obeys
#   1 + kmin <= lamD/lam <= 1 + kmax,
# kmin, kmax = extreme eigenvalues of D^-1/2 (H-D) D^-1/2.
# Example: HCl, RHF/6-31G. Hartree atomic units.
import numpy as np
from scipy.linalg import eigh, expm, expm_frechet
from pyscf import gto, scf

bond = 2.4
mol = gto.M(atom=f"H 0 0 0; Cl 0 0 {bond}", unit="Bohr",
            basis="6-31g", verbose=0)
S = mol.intor("int1e_ovlp")
h = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
eri = mol.intor("int2e")
n = S.shape[0]
no = mol.nelectron // 2
nv = n - no
e_nuc = mol.energy_nuc()
W = (eri - 0.5 * eri.transpose(0, 2, 1, 3)).reshape(n * n, n * n)
occ, vir = slice(0, no), slice(no, n)


def density(C):
    return 2.0 * C[:, occ] @ C[:, occ].T


def fock(dm):
    return h + (W @ dm.reshape(-1)).reshape(n, n)


def energy(C):
    dm = density(C)
    return 0.5 * np.sum((h + fock(dm)) * dm) + e_nuc


def generator(x):
    X = np.zeros((n, n))
    X[vir, occ] = x.reshape(nv, no)
    X[occ, vir] = -X[vir, occ].T
    return X


def rotate(C, x):
    return C @ expm(generator(x))


class Local:
    """Energy, gradient, Hessian and both decrements at orbitals C."""

    def __init__(self, C):
        self.E = energy(C)
        self.F = C.T @ fock(density(C)) @ C
        self.g = 4.0 * self.F[vir, occ].reshape(-1)
        mo = np.einsum("pqrs,pi,qj,rk,sl->ijkl", eri, C, C, C, C,
                       optimize=True)
        m = nv * no
        self.D = 4.0 * (np.kron(self.F[vir, vir], np.eye(no))
                        - np.kron(np.eye(nv), self.F[occ, occ]))
        self.coul = 16.0 * mo[vir, occ, vir, occ].reshape(m, m)
        self.exch = -4.0 * (
            mo[vir, vir, occ, occ].transpose(0, 2, 1, 3)
            + mo[vir, occ, occ, vir].transpose(0, 2, 3, 1)).reshape(m, m)
        self.H = self.D + self.coul + self.exch
        self.lam = 0.5 * self.g @ np.linalg.solve(self.H, self.g)
        self.lamD = 0.5 * self.g @ np.linalg.solve(self.D, self.g)

    def coupling_modes(self):
        return eigh(self.coul + self.exch, self.D)


def chart_gradient(C, x):
    """Gradient of E(C exp X) with respect to x at finite x."""
    X = generator(x)
    U = expm(X)
    F = C.T @ fock(density(C @ U)) @ C
    G = np.zeros((n, n))
    G[:, occ] = 4.0 * F @ U[:, occ]
    M = expm_frechet(X.T, G, compute_expm=False)
    return (M[vir, occ] - M[occ, vir].T).reshape(-1)


def chart_hessian(C, x, step=1e-4):
    m = x.size
    out = np.zeros((m, m))
    for j in range(m):
        e = np.zeros(m)
        e[j] = step
        out[:, j] = (chart_gradient(C, x + e)
                     - chart_gradient(C, x - e)) / (2 * step)
    return 0.5 * (out + out.T)


# Plain Roothaan iteration, then Newton refinement to the minimum
dm = np.asarray(scf.hf.init_guess_by_minao(mol))
cycles = []
E_old = None
for cycle in range(1, 13):
    C = eigh(fock(dm), S)[1]
    dm = density(C)
    E_now = energy(C)
    if cycle >= 2:
        cycles.append((cycle, Local(C), E_old - E_now))
    E_old = E_now
for _ in range(6):
    point = Local(C)
    C = rotate(C, -np.linalg.solve(point.H, point.g))
C0 = eigh(fock(density(C)), S)[1]
ref = Local(C0)
E_min = ref.E
hess_eigs = np.linalg.eigvalsh(ref.H)
assert np.linalg.norm(ref.g) < 1e-10
assert hess_eigs[0] > 0
mf = scf.RHF(mol)
mf.conv_tol = 1e-11
E_pyscf = mf.kernel()
assert mf.converged and abs(E_pyscf - E_min) < 1e-8

print(f"HCl RHF/6-31G, bond length = {bond} bohr")
print(f"occupied, virtual, rotations = {no}, {nv}, {nv*no}")
print(f"minimum energy E* = {E_min:.8f} hartree")
print(f"gradient norm at minimum = {np.linalg.norm(ref.g):.1e} hartree")
print(f"lowest Hessian eigenvalue = {hess_eigs[0]:.4f} hartree")
gap = ref.F[no, no] - ref.F[no - 1, no - 1]
print(f"HOMO-LUMO gap = {gap:.4f} hartree")

# Displacement that mixes bonding sigma with the lowest sigma*
pi_aos = [k for k, s in enumerate(mol.ao_labels()) if "px" in s or "py" in s]
axial = [k for k in range(n) if np.linalg.norm(C0[pi_aos, k]) < 1e-6]
i_sig = max(k for k in axial if k < no)
a_sig = min(k for k in axial if k >= no)
x = np.zeros((nv, no))
x[a_sig - no, i_sig] = 1.0
x = x.reshape(-1)
x /= np.sqrt(x @ ref.H @ x)          # x.H.x = 1 hartree at the minimum


def ray(t):
    return energy(rotate(C0, t * x))


step = 0.01
third = (ray(2 * step) - 2 * ray(step) + 2 * ray(-step)
         - ray(-2 * step)) / (2 * step**3)
if third < 0:
    x, third = -x, -third
print(f"sigma, sigma* orbital numbers = {i_sig+1}, {a_sig+1}")
print(f"rotation angle per unit t = {np.linalg.norm(x):.4f} rad")

# Gradient and Hessian formulas against energies, away from the minimum
rng = np.random.default_rng(4)
C_test = rotate(C0, 0.05 * x)
test = Local(C_test)
u = rng.normal(size=nv * no)
u /= np.linalg.norm(u)
s = 1e-3
Ep, Em = energy(rotate(C_test, s * u)), energy(rotate(C_test, -s * u))
assert abs((Ep - Em) / (2 * s) - test.g @ u) < 1e-4
curvature = u @ test.H @ u
assert abs((Ep - 2 * test.E + Em) / s**2 - curvature) < 1e-4 * curvature
H_num = chart_hessian(C_test, np.zeros(nv * no))
assert np.max(abs(H_num - test.H)) < 1e-6 * np.max(abs(test.H))

# Orbital-energy form of lamD in separately diagonalized blocks
eo, Vo = np.linalg.eigh(test.F[occ, occ])
ev, Vv = np.linalg.eigh(test.F[vir, vir])
F_ai = Vv.T @ test.F[vir, occ] @ Vo
lamD_sum = 2 * np.sum(F_ai**2 / (ev[:, None] - eo[None, :]))
assert abs(lamD_sum / test.lamD - 1) < 1e-9

# Cubic coefficient of the estimate's error
residual = {}
for t in (step, -step):
    p = Local(rotate(C0, t * x))
    residual[t] = p.E - E_min - p.lam
cubic = (residual[step] - residual[-step]) / (2 * step**3)
assert abs(third) > 1e-3
assert abs(cubic / (third / 6) - 1) < 0.01
print(f"f'''(0)/6 from energies = {third/6:.5f} hartree")
print(f"cubic coefficient of E-E*-lam = {cubic:.5f} hartree")

print("t | E-E* | lam | lamD (hartree) | (E-E*-lam)/t^3 | lamD/(E-E*)")
for t in (0.2, 0.1, 0.05, 0.025):
    p = Local(rotate(C0, t * x))
    err = p.E - E_min
    print(f"{t:5.3f} {err:.6e} {p.lam:.6e} {p.lamD:.6e} "
          f"{(err-p.lam)/t**3:.5f} {p.lamD/err:.4f}")

# Rigorous remainder, with L sampled on the path to the minimum
d = -0.05 * x
delta = np.sqrt(d @ test.H @ d)
nu = np.sqrt(2 * test.lam)
L = 0.0
for frac in (0.25, 0.5, 0.75, 1.0):
    change = chart_hessian(C_test, frac * d) - test.H
    w = eigh(change, test.H, eigvals_only=True)
    L = max(L, np.max(abs(w)) / (frac * delta))
err = test.E - E_min
bound = L * delta**3 / 6 + L**2 * delta**4 / 8
assert abs(err - test.lam) <= bound
assert L * delta <= 1 and delta <= 2 * nu
assert bound <= 7 / 24 * L * delta**3 * (1 + 1e-12)
post = 7 / 3 * L * nu**3
assert abs(err - test.lam) <= post
k_test = test.coupling_modes()[0]
total = np.max(abs(k_test)) * test.lam + bound
assert abs(err - test.lamD) <= total
print(f"t=0.05: sampled L = {L:.4f} hartree^-1/2, L*delta = {L*delta:.4f}")
print(f"t=0.05: delta = {delta:.5f}, nu = {nu:.5f} hartree^1/2")
print(f"t=0.05: |E-E*-lam| = {abs(err-test.lam):.3e} hartree")
print(f"t=0.05: bound with delta = {bound:.3e} hartree")
print(f"t=0.05: bound with nu only = {post:.3e} hartree")
print(f"t=0.05: |E-E*-lamD| = {abs(err-test.lamD):.3e} hartree")
print(f"t=0.05: its combined bound = {total:.3e} hartree")

# Coupling spectrum at the minimum and sharpness of its limits
k, modes = ref.coupling_modes()
K_norm = np.max(abs(k))
crude = (np.linalg.norm(ref.coul + ref.exch, 2)
         / np.linalg.eigvalsh(ref.D)[0])
assert k[0] > -1 and K_norm <= crude
print(f"norm of K = {K_norm:.4f}, crude bound = {crude:.4f}")
for name, idx in (("kmin", 0), ("kmax", -1)):
    z = modes[:, idx]
    direct = z @ ref.coul @ z
    exchange = z @ ref.exch @ z
    z = z / np.sqrt(z @ ref.H @ z)
    ratios = []
    for t in (3e-3, -3e-3):
        p = Local(rotate(C0, t * z))
        ratios.append(p.lamD / (p.E - E_min))
    ratio = np.mean(ratios)
    assert abs(ratio - (1 + k[idx])) < 1e-3
    print(f"{name} = {k[idx]:.4f}: Coulomb part {direct:.4f}, "
          f"exchange part {exchange:.4f}")
    print(f"  measured lamD/(E-E*) along this mode = {ratio:.4f}")

# Roothaan cycles: true remaining error against the estimates
print("cycle | E-E* | lam | lamD | last energy drop (all hartree)")
checked = 0
for cycle, p, drop in cycles:
    err = p.E - E_min
    kc = p.coupling_modes()[0]
    if kc[0] > -1:
        q = p.lamD / p.lam
        assert 1 + kc[0] - 1e-9 <= q <= 1 + kc[-1] + 1e-9
        assert abs(p.lamD - p.lam) <= np.max(abs(kc)) * p.lam * (1 + 1e-9)
    if 1e-9 < err < 1e-4:
        assert abs(p.lam / err - 1) < 0.05
        checked += 1
    if cycle <= 9:
        print(f"{cycle:2d} {err:.4e} {p.lam:.4e} {p.lamD:.4e} {drop:.4e}")
assert checked >= 2

# Gradient noise from a single-precision Fock matrix


def noisy_gradient(C):
    low = np.float32
    F = h.astype(low) + (W.astype(low)
                         @ density(C).astype(low).reshape(-1)).reshape(n, n)
    return 4.0 * (C.T @ F.astype(float) @ C)[vir, occ].reshape(-1)


C_near = rotate(C0, 1e-3 * x)
near = Local(C_near)
g_low = noisy_gradient(C_near)
eta = g_low - near.g
eta_norm = np.sqrt(eta @ np.linalg.solve(near.H, eta))
lam_low = 0.5 * g_low @ np.linalg.solve(near.H, g_low)
noise_bound = np.sqrt(2 * near.lam) * eta_norm + 0.5 * eta_norm**2
assert abs(lam_low - near.lam) <= noise_bound * (1 + 1e-9)
g_floor = noisy_gradient(C0)
floor = 0.5 * g_floor @ np.linalg.solve(ref.H, g_floor)
spacing_low = float(np.spacing(np.float32(abs(E_min))))
assert floor < spacing_low
print(f"t=0.001: lam double = {near.lam:.5e} hartree")
print(f"t=0.001: lam single-precision Fock = {lam_low:.5e} hartree")
print(f"t=0.001: bound on their difference = {noise_bound:.2e} hartree")
print(f"single precision: lam floor at minimum = {floor:.2e} hartree")
print(f"single precision: spacing at |E*| = {spacing_low:.2e} hartree")

# Double precision: error smaller than the spacing of total energies
t = 1e-7
tiny = Local(rotate(C0, t * x))
spacing = np.spacing(abs(E_min))
assert 0.5 * t**2 < spacing
assert abs(tiny.lam / (0.5 * t**2) - 1) < 1e-3
print(f"t=1e-7: quadratic-law error t^2/2 = {0.5*t**2:.4e} hartree")
print(f"t=1e-7: lam = {tiny.lam:.4e} hartree")
print(f"t=1e-7: subtracted energies = {tiny.E-E_min:.2e} hartree")
print(f"double precision: spacing at |E*| = {spacing:.2e} hartree")
print("every check passed")
```

Printed output:

```
HCl RHF/6-31G, bond length = 2.4 bohr
occupied, virtual, rotations = 9, 6, 54
minimum energy E* = -460.03679363 hartree
gradient norm at minimum = 1.3e-13 hartree
lowest Hessian eigenvalue = 1.3690 hartree
HOMO-LUMO gap = 0.6419 hartree
sigma, sigma* orbital numbers = 7, 10
rotation angle per unit t = 0.6240 rad
f'''(0)/6 from energies = 0.06694 hartree
cubic coefficient of E-E*-lam = 0.06695 hartree
t | E-E* | lam | lamD (hartree) | (E-E*-lam)/t^3 | lamD/(E-E*)
0.200 2.037533e-02 2.035897e-02 1.846869e-02 0.00205 0.9064
0.100 5.057160e-03 5.022009e-03 4.479813e-03 0.03515 0.8858
0.050 1.257765e-03 1.251374e-03 1.102630e-03 0.05113 0.8767
0.025 3.135086e-04 3.125860e-04 2.734793e-04 0.05905 0.8723
t=0.05: sampled L = 0.5016 hartree^-1/2, L*delta = 0.0253
t=0.05: delta = 0.05043, nu = 0.05003 hartree^1/2
t=0.05: |E-E*-lam| = 6.391e-06 hartree
t=0.05: bound with delta = 1.092e-05 hartree
t=0.05: bound with nu only = 1.465e-04 hartree
t=0.05: |E-E*-lamD| = 1.551e-04 hartree
t=0.05: its combined bound = 6.132e-04 hartree
norm of K = 0.4825, crude bound = 1.1285
kmin = -0.4825: Coulomb part 0.0933, exchange part -0.5758
  measured lamD/(E-E*) along this mode = 0.5175
kmax = 0.2799: Coulomb part 0.8508, exchange part -0.5709
  measured lamD/(E-E*) along this mode = 1.2799
cycle | E-E* | lam | lamD | last energy drop (all hartree)
 2 5.9266e-04 5.9087e-04 6.1719e-04 1.6412e-02
 3 4.2336e-05 4.2363e-05 4.3879e-05 5.5033e-04
 4 3.6295e-06 3.6287e-06 3.6203e-06 3.8707e-05
 5 3.3302e-07 3.3304e-07 3.1500e-07 3.2965e-06
 6 3.2158e-08 3.2158e-08 2.8638e-08 3.0086e-07
 7 3.2479e-09 3.2487e-09 2.7218e-09 2.8911e-08
 8 3.3987e-10 3.4086e-10 2.6995e-10 2.9080e-09
 9 3.6096e-11 3.6862e-11 2.7828e-11 3.0377e-10
t=0.001: lam double = 5.00000e-07 hartree
t=0.001: lam single-precision Fock = 5.02240e-07 hartree
t=0.001: bound on their difference = 7.57e-09 hartree
single precision: lam floor at minimum = 1.42e-11 hartree
single precision: spacing at |E*| = 3.05e-05 hartree
t=1e-7: quadratic-law error t^2/2 = 5.0000e-15 hartree
t=1e-7: lam = 5.0000e-15 hartree
t=1e-7: subtracted energies = 1.14e-13 hartree
double precision: spacing at |E*| = 5.68e-14 hartree
every check passed
```
